# Anisotropic variational ground state of a donor in a silicon valley: test program

```python
# Result under test: the anisotropic exponential trial function
#   F = exp(-sqrt((x^2+y^2)/a^2 + z^2/b^2)) / sqrt(pi a^2 b)
# for a donor electron in one silicon valley,
#   H = -(dx^2+dy^2)/(2 m_t) - dz^2/(2 m_l) - 1/(eps r)   (atomic units),
# has minimum energy -B^2/(4 A eps^2), where beta = b/a,
#   A = 1/(3 m_t) + 1/(6 m_l beta^2),  B = arccos(beta)/sqrt(1-beta^2),
# and beta solves m_t/m_l = 2 beta^3 (1-beta B)/(B-beta).
# The binding is about 31 meV, well below the rough phosphorus value.
import numpy as np
from scipy import constants
from scipy.linalg import eigh
from scipy.optimize import brentq, minimize

HARTREE = constants.physical_constants["Hartree energy in eV"][0]
BOHR = constants.physical_constants["Bohr radius"][0] * 1e10
m_l, m_t, eps = 0.916, 0.19, 11.4
gamma = m_t / m_l
phosphorus_rough = 0.046  # eV, rough measured size, comparison only


def gauss_nodes(count, upper):
    x, w = np.polynomial.legendre.leggauss(count)
    return 0.5 * upper * (x + 1), 0.5 * upper * w


def shape_B(beta):
    if beta == 1.0:
        return 1.0
    return np.arccos(beta) / np.sqrt(1 - beta**2)


def shape_A(beta):
    return 1 / (3 * m_t) + 1 / (6 * m_l * beta**2)


def trial_parts(a, b):
    kinetic = 1 / (3 * m_t * a**2) + 1 / (6 * m_l * b**2)
    return kinetic, -shape_B(b / a) / (eps * a)


def best_energy(beta):
    return -shape_B(beta)**2 / (4 * shape_A(beta) * eps**2)


def direct_parts(a, b):
    """Kinetic and potential energy by integration with numerical gradients."""
    r, wr = gauss_nodes(300, 25 * a)
    u, wu = gauss_nodes(80, 1.0)
    R, U = np.meshgrid(r, u, indexing="ij")
    weight = np.outer(wr * r**2, wu)
    rho, z, h = R * np.sqrt(1 - U**2), R * U, 1e-3

    def F(s, t):
        return np.exp(-np.sqrt(s**2 / a**2 + t**2 / b**2))

    d_rho = (F(rho + h, z) - F(rho - h, z)) / (2 * h)
    d_z = (F(rho, z + h) - F(rho, z - h)) / (2 * h)
    density = F(rho, z)**2
    norm = np.sum(weight * density)
    kinetic = np.sum(weight * (d_rho**2 / (2 * m_t) + d_z**2 / (2 * m_l)))
    potential = -np.sum(weight * density / R) / eps
    return kinetic / norm, potential / norm


# Optimum from the shape equation
def shape_equation(beta):
    B = shape_B(beta)
    return 2 * beta**3 * (1 - beta * B) / (B - beta) - gamma


beta = brentq(shape_equation, 0.05, 0.999, xtol=1e-13)
a = 2 * eps * shape_A(beta) / shape_B(beta)
b = beta * a
E_trial = best_energy(beta)
T_trial, V_trial = trial_parts(a, b)

# Closed energies against direct integration, at and away from the optimum
for aa, bb in [(a, b), (60.0, 25.0), (35.0, 30.0)]:
    assert np.allclose(trial_parts(aa, bb), direct_parts(aa, bb),
                       rtol=2e-6, atol=0)
T_direct, V_direct = direct_parts(a, b)
assert abs(T_direct + E_trial) < 5e-6 * abs(E_trial)
assert abs(V_direct - 2 * E_trial) < 5e-6 * abs(E_trial)

# Free minimisation in inverse radii, lengths in eps/m_t, energy in m_t/eps^2
energy_scale = m_t / eps**2
u_grid, u_weight = gauss_nodes(200, 1.0)


def scaled_energy(X, Y):
    attraction = np.sum(u_weight / np.sqrt((1 - u_grid**2) / X**2
                                           + u_grid**2 / Y**2))
    return X**2 / 3 + gamma * Y**2 / 6 - attraction


for start in [(1.0, 1.0), (2.0, 0.6), (0.5, 3.0)]:
    found = minimize(lambda q: scaled_energy(*np.exp(q)), np.log(start),
                     method="Nelder-Mead",
                     options={"xatol": 1e-8, "fatol": 1e-13, "maxiter": 2000})
    X, Y = np.exp(found.x)
    assert abs(found.fun * energy_scale / E_trial - 1) < 1e-8
    assert abs(X / Y - beta) < 1e-5
    assert abs(eps / (m_t * X) / a - 1) < 1e-5

# Convexity in the inverse radii, including b > a
rng = np.random.default_rng(4)
for _ in range(300):
    p, q = rng.uniform(0.3, 4.0, (2, 2))
    middle = scaled_energy(*(0.5 * (p + q)))
    assert middle <= 0.5 * (scaled_energy(*p) + scaled_energy(*q)) + 1e-10

# Best spherical trial function, checked by direct integration
E_sphere = best_energy(1.0)
a_sphere = 2 * eps * shape_A(1.0)
assert abs(sum(direct_parts(a_sphere, a_sphere)) / E_sphere - 1) < 5e-6


def gaussian_ground(mass_ratio, ratios):
    """Lowest energy in anisotropic Gaussians, in units m_t/eps^2."""
    exponents = 0.02 * 2.2**np.arange(14)
    al = np.repeat(exponents, len(ratios))
    be = al * np.tile(ratios, len(exponents))
    p, q = al[:, None] + al, be[:, None] + be
    S = np.pi**1.5 / (p * np.sqrt(q))
    T = S * (2 * np.outer(al, al) / p + mass_ratio * np.outer(be, be) / q)
    t, w = gauss_nodes(60, 1.0)
    V = np.zeros_like(S)
    for ti, wi in zip(t, w):
        V -= 2 * np.pi * wi / (p + (q - p) * ti**2)
    scale = 1 / np.sqrt(np.diag(S))
    norm = np.outer(scale, scale)
    s, vectors = eigh(S * norm)
    keep = s > 1e-8
    C = vectors[:, keep] / np.sqrt(s[keep])
    return eigh(C.T @ ((T + V) * norm) @ C, eigvals_only=True)[0]


set_one = np.array([1.0, 2.0, 4.0, 8.0])
set_two = np.array([1.0, 1.7, 3.0, 5.0, 8.0])
assert abs(gaussian_ground(1.0, set_one) + 0.5) < 1e-4
E_gauss = gaussian_ground(gamma, set_one) * energy_scale
E_gauss_two = gaussian_ground(gamma, set_two) * energy_scale
assert abs(E_gauss - E_gauss_two) * HARTREE < 2e-5
E_reference = min(E_gauss, E_gauss_two)
assert E_reference < E_trial < E_sphere
assert (E_trial - E_reference) < 0.01 * abs(E_reference)

# Six valleys ordered +x,-x,+y,-y,+z,-z: diagonal d, opposite g, other f
for d, g, f in [(-0.7, -0.4, -0.9), (-1.0, -1.0, -1.0)]:
    coupling = np.full((6, 6), f)
    for i in range(6):
        coupling[i, i] = d
        coupling[i, i ^ 1] = g
    expected = sorted([d + g + 4 * f] + 2 * [d + g - 2 * f] + 3 * [d - g])
    assert np.allclose(np.linalg.eigvalsh(coupling), expected, atol=1e-12)

binding = -E_trial * HARTREE
binding_reference = -E_reference * HARTREE
missing = phosphorus_rough - binding
eps_needed = eps * np.sqrt(binding / phosphorus_rough)
assert 0.0305 < binding < 0.0315
assert missing > 20 * (binding_reference - binding)

print(f"longitudinal mass (free-electron masses): {m_l:.3f}")
print(f"transverse mass (free-electron masses): {m_t:.3f}")
print(f"dielectric constant (no unit): {eps:.1f}")
print(f"mass ratio m_t/m_l (no unit): {gamma:.5f}")
print(f"optimum beta = b/a (no unit): {beta:.5f}")
print(f"B at optimum (no unit): {shape_B(beta):.5f}")
print(f"A at optimum (atomic units): {shape_A(beta):.5f}")
print(f"transverse radius a (angstrom): {a * BOHR:.3f}")
print(f"longitudinal radius b (angstrom): {b * BOHR:.3f}")
print(f"kinetic energy (eV): {T_trial * HARTREE:.6f}")
print(f"potential energy (eV): {V_trial * HARTREE:.6f}")
print(f"trial binding energy (eV): {binding:.6f}")
print(f"trial binding energy (meV): {1000 * binding:.2f}")
for shape in (0.4, 0.5, 0.6, 0.7, 0.8):
    value = -best_energy(shape) * HARTREE
    print(f"binding at fixed beta = {shape:.1f} (eV): {value:.6f}")
print(f"spherical trial radius (angstrom): {a_sphere * BOHR:.3f}")
print(f"spherical trial binding (eV): {-E_sphere * HARTREE:.6f}")
print(f"gain from anisotropic shape (eV): {(E_sphere-E_trial)*HARTREE:.6f}")
print(f"Gaussian-basis binding (eV): {binding_reference:.5f}")
print(f"gain over trial function (eV): {binding_reference - binding:.5f}")
print(f"difference of two Gaussian sets (eV): "
      f"{abs(E_gauss - E_gauss_two) * HARTREE:.1e}")
print(f"phosphorus binding, rough input (eV): {phosphorus_rough:.3f}")
print(f"shortfall of trial binding, rough (eV): {missing:.3f}")
print(f"dielectric constant needed, rough (no unit): {eps_needed:.1f}")
print("checks complete")
```

Running it gives:

```
longitudinal mass (free-electron masses): 0.916
transverse mass (free-electron masses): 0.190
dielectric constant (no unit): 11.4
mass ratio m_t/m_l (no unit): 0.20742
optimum beta = b/a (no unit): 0.57417
B at optimum (no unit): 1.17157
A at optimum (atomic units): 2.30630
transverse radius a (angstrom): 23.751
longitudinal radius b (angstrom): 13.637
kinetic energy (eV): 0.031153
potential energy (eV): -0.062306
trial binding energy (eV): 0.031153
trial binding energy (meV): 31.15
binding at fixed beta = 0.4 (eV): 0.028963
binding at fixed beta = 0.5 (eV): 0.030835
binding at fixed beta = 0.6 (eV): 0.031122
binding at fixed beta = 0.7 (eV): 0.030548
binding at fixed beta = 0.8 (eV): 0.029534
spherical trial radius (angstrom): 23.362
spherical trial binding (eV): 0.027033
gain from anisotropic shape (eV): 0.004120
Gaussian-basis binding (eV): 0.03120
gain over trial function (eV): 0.00004
difference of two Gaussian sets (eV): 3.9e-09
phosphorus binding, rough input (eV): 0.046
shortfall of trial binding, rough (eV): 0.015
dielectric constant needed, rough (no unit): 9.4
checks complete
```
